Counting broken bonds on ideal silicon (111), (110) and (001) surfaces

PROBLEM

Silicon crystallizes in the diamond structure with cubic lattice constant a. A perfect crystal is cut in two along a plane, the halves are drawn apart, and every atom stays where it was in the bulk. Each nearest-neighbour bond that crossed the plane is now broken. Let n be the number of broken bonds per area of the cut plane.

(a) Find n for cuts parallel to (001), (110) and (111). Where n depends on the height at which the crystal is cut, find every value and choose the smallest.

(b) Check the counts by averaging over the height of the cut.

(c) Could a bumpy cut with the same mean orientation break fewer bonds than the best flat one?

(d) Assign an energy E_b to each bond and estimate the surface energies of diamond, which has the same structure. Use the rough typical values a = 0.357 nm and E_b = 3.7 eV.

(e) Real surface atoms move and form new bonds. Estimate how much this could change the energies in (d), and whether it could change their order.

SOLUTION

Conventions

One cut produces two surfaces. A broken bond leaves one dangling bond on each of them, so n is also the number of dangling bonds per area of a single surface. "Cheapest" means fewest broken bonds, with all bonds taken as equal. The cutting plane passes between atomic layers, never through atoms.

The structure and its bonds

The diamond structure consists of two face-centred cubic sublattices, A and B. The A atoms sit at

(0, 0, 0), (0, a/2, a/2), (a/2, 0, a/2), (a/2, a/2, 0)

and at all points reached from these by whole steps of a along the cube axes. Each B atom is displaced from an A atom by (a/4)(1, 1, 1). A cube of volume a³ therefore holds four A atoms and four B atoms.

The four nearest neighbours of an A atom are B atoms, reached by the vectors

b₁ = (a/4)(1, 1, 1)
b₂ = (a/4)(1, −1, −1)
b₃ = (a/4)(−1, 1, −1)
b₄ = (a/4)(−1, −1, 1)

The last three do end on B atoms, because they differ from b₁ by sublattice vectors; for example, b₂ − b₁ = −(a/2)(0, 1, 1). All four have length √3 a/4 = 0.433a. Seen from a B atom, the bonds are −b₁, −b₂, −b₃ and −b₄.

For a surface with unit normal n̂, the height of an atom at r is r·n̂. A bond b climbs by b·n̂, and this projection decides which gaps between layers it crosses.

(a) Counting on the three planes

The (001) plane. The normal is (0, 0, 1), so height is simply z. The A atoms lie at multiples of a/2, and the B atoms lie a/4 above them. The layers are thus a/4 apart and alternate between A and B.

Within a layer, the shortest repeat vectors are (a/2)(1, 1, 0) and (a/2)(1, −1, 0). They are perpendicular and each has length a/√2, so the surface cell has area

(a/√2)² = a²/2

and contains one atom. From an A atom, b₁ and b₄ climb by a/4, while b₂ and b₃ descend by a/4. From a B atom all signs are reversed. Every atom therefore has two bonds to the layer above and two to the layer below. Any gap is crossed by two bonds per cell:

n(001) = 2/(a²/2) = 4/a²

All the gaps are equivalent in this count, so there is no choice to make. There are two surface atoms per a², and each has two dangling bonds.

The (110) plane. The normal is (1, 1, 0)/√2, and the height is (x + y)/√2. For A atoms, x + y is a multiple of a/2. Adding (a/4)(1, 1, 1) raises x + y by a/2, so B atoms occupy the same set of heights. Each layer contains both sublattices, and the layers are a/(2√2) apart.

The repeat vectors in the plane are (a/2)(1, −1, 0), of length a/√2, and a(0, 0, 1), of length a. They are perpendicular, so the cell area is a²/√2. The number of atoms per cell and layer follows from the bulk density 8/a³, the cell area and the layer spacing:

(8/a³) × (a²/√2) × a/(2√2) = 8/4 = 2

These are one A atom and one B atom. The bond projections are

b₁·n̂ = (a/4)(1 + 1)/√2 = a/(2√2)
b₂·n̂ = b₃·n̂ = 0
b₄·n̂ = −a/(2√2)

Each atom has one bond up, one down and two within its own layer. The bonds in the layer are not cut. With two atoms per cell and one upward bond from each,

n(110) = 2/(a²/√2) = 2√2/a² = 4/(√2 a²) = 2.83/a²

Again every gap gives the same number. Each surface atom has one dangling bond.

The (111) plane. The normal is (1, 1, 1)/√3, and the height is (x + y + z)/√3. For A atoms, x + y + z is a multiple of a, so their layers are a/√3 apart. The B layers lie above the A layers by

b₁·n̂ = (a/4) × 3/√3 = √3 a/4

What remains up to the next A layer is

a/√3 − √3 a/4 = (4 − 3)a/(4√3) = a/(4√3)

The layers are therefore unevenly spaced: a wide gap of √3 a/4 alternates with a narrow one of a/(4√3), a third as wide.

The in-plane repeat vectors are (a/2)(1, −1, 0) and (a/2)(0, 1, −1). Their cross product is (a²/4)(1, 1, 1), whose length is the cell area, √3 a²/4. The A atoms have density 4/a³ and layer spacing a/√3, so one cell of an A layer contains

(4/a³) × (√3 a²/4) × (a/√3) = 1 atom

The same holds for a B layer. From an A atom, b₁ points straight up across the wide gap. The other three bonds have

b₂·n̂ = b₃·n̂ = b₄·n̂ = (a/4)(1 − 1 − 1)/√3 = −a/(4√3)

and descend across the narrow gap. The two possible cuts give

wide gap: n = 1/(√3 a²/4) = 4/(√3 a²) = 2.31/a²
narrow gap: n = 3/(√3 a²/4) = 12/(√3 a²) = 6.93/a²

The orientation is the same, but the second cut breaks three times as many bonds. It leaves each surface atom with three dangling bonds and held by only one, whereas the first leaves one dangling bond per surface atom. The cheapest cut is through the wide gap:

n(111) = 4/(√3 a²)

The three results are thus 4/√3, 4/√2 and 4 in units of 1/a², for (111), (110) and (001) respectively.

(b) Averaging over the height of the cut

The mean count can be found without identifying layers. Consider all bonds of one direction b. There are four per a³, one for each A atom. A plane cuts such a bond if the bond's lower end lies less than |b·n̂| below the plane. Averaged over the height of the plane, the number cut per area is the density of these bonds times that distance. Summing over the four directions gives

mean n = (4/a³)(|b₁·n̂| + |b₂·n̂| + |b₃·n̂| + |b₄·n̂|)

For (001), all four projections have size a/4:

mean n = (4/a³) × 4 × a/4 = 4/a²

For (110), two have size a/(2√2) and two vanish:

mean n = (4/a³) × 2 × a/(2√2) = 4/(√2 a²)

Both agree with the direct counts, as they must when all heights give the same number. For (111),

mean n = (4/a³)[√3 a/4 + 3a/(4√3)] = (4/a³)(√3 a/2) = 2√3/a² = 3.46/a²

This differs from both direct counts because it mixes the two gaps. The wide gap takes up a fraction (√3 a/4)/(a/√3) = 3/4 of the heights and the narrow one takes up 1/4. The weighted sum is

(3/4) × 4/(√3 a²) + (1/4) × 12/(√3 a²) = 6/(√3 a²) = 2√3/a²

in agreement. For (111) the averaging formula alone would overstate the cheapest count by a factor of 3/2.

(c) Bumpy cuts

Suppose the cut may wander up and down between atoms, within a limited range of heights, while keeping its mean orientation. Area is still measured on the mean plane, and the sample is wide enough for its edges not to matter.

A lower bound on n comes from chains of bonds that run from the lower half of the crystal to the upper half. If no two chains share a bond, the cut must break at least one separate bond in each chain. The number of chains per area is then a lower bound for every cut, flat or bumpy.

For (001), each atom has two bonds below and two above. Join each lower bond to a different upper bond. Repeated at every atom, this arranges all the bonds into rising chains that share none. Their number per area is the number of bonds crossing a gap, 4/a².

For (110), each atom has one bond below and one above. Joining these gives one chain through each atom of a layer, or 4/(√2 a²) chains per area. The bonds within the layers are not needed.

For (111), start on a vertical bond b₁ from an A atom to a B atom. From there three bonds lead up to the next A layer. Always take the one along −b₂, then the next vertical bond, and so on. Different B atoms are carried to different A atoms, because all are shifted by the same vector, so the chains stay separate. There is one for each vertical bond, or 4/(√3 a²) per area.

In each case the lower bound equals the cheapest flat count. A bumpy cut can therefore do no better.

(d) Surface energies from bond counting

Assume that breaking a bond costs E_b whatever happens to its neighbours. Cutting an area S costs nE_bS and creates a total surface area 2S. The energy per area of one surface is therefore

γ = nE_b/2

For given a and E_b, the ratios follow from the counts alone:

γ(110)/γ(111) = √3/√2 = 1.22
γ(001)/γ(111) = √3 = 1.73

For diamond, a² = (0.357 nm)² = 0.1274 nm². The (111) surface has

n = 2.309/(0.1274 nm²) = 18.1 nm⁻²
γ = 18.12 nm⁻² × 3.7 eV/2 = 33.5 eV/nm²

The other two follow in the same way:

(111): n = 18.1 nm⁻², γ = 33.5 eV/nm² (5.4 J/m²)
(110): n = 22.2 nm⁻², γ = 41.1 eV/nm² (6.6 J/m²)
(001): n = 31.4 nm⁻², γ = 58.1 eV/nm² (9.3 J/m²)

The decimals serve to follow the arithmetic. The energies inherit the roughness of E_b, and the model has errors of its own. Even with the atoms held fixed, the cost of a broken bond depends on its surroundings, so the ratios above need not hold in real diamond. The value 3.7 eV is half the cohesive energy per atom, an average over removing all four bonds of an atom. Breaking only one bond of an atom that is held in place can cost about 1 eV more. Differences of that size between surfaces are comparable to the 22% that separates (110) from (111), so even the order of these two ideal surfaces is not secured by the count. The atoms also move, which is the subject of (e).

Diamond splits readily along {111} planes, which fits the low count there. The count does not by itself explain cleavage, since the path of a crack also depends on how bonds stretch and break at its tip.

For silicon the counts in units of 1/a² are the same. Its lattice constant is larger and its bonds are weaker, so both factors in γ are smaller than in diamond.

(e) What happens when the atoms move

Small shifts that neither break nor form bonds leave n unchanged, although they can lower the energy considerably. Bond counting cannot say by how much. It can, however, give a rough estimate of the effect of new bonds.

On (001), consider an A atom at the top of the lower half. Its dangling bonds point along b₁ and b₄. A neighbour in the same layer sits at (a/2)(1, 1, 0), and its dangling bond along b₄ points to

(a/2)(1, 1, 0) + (a/4)(−1, −1, 1) = (a/4)(1, 1, 1)

This is the place to which b₁ points from the first atom. Both dangling bonds are aimed at the same missing atom. If the two surface atoms lean towards each other, they can bond directly and form a dimer.

There are two surface atoms per a², hence one dimer per a². If a dimer bond were worth a full E_b and the motion cost nothing, the gain would be

E_b/a² = 3.7 eV/(0.1274 nm²) = 29.0 eV/nm²

The ideal energy is γ(001) = 2E_b/a², so this gain would halve it, from 58.1 to 29.0 eV/nm². That lies below the 33.5 eV/nm² of ideal (111).

The motion does have a cost. The neighbours start a/√2 = 0.252 nm apart, while a bulk bond is 0.155 nm long. Drawing them close enough to bond distorts the bonds to the layer beneath. Let f be the fraction of E_b gained per dimer after this cost is paid. Dimerized (001) falls below ideal (111) if

(2 − f)E_b/a² < (1/2) × 4E_b/(√3 a²) = 2E_b/(√3 a²)

that is, if

f > 2 − 2/√3 = 0.845

If every broken bond costs the same E_b, dimerized (001) thus drops below ideal (111) only if about 85% of a full bond energy survives the strain. To drop below ideal (110), whose energy is √2 E_b/a², it needs less: f > 2 − √2 = 0.59. Bond counting cannot say whether either value is reached. Both thresholds also shift if the cost per broken bond differs between surfaces. A higher cost on (111), for example, lowers the first one considerably.

Ideal (111) is not the final state either. The orbitals that still hold one electron each can pair sideways in π bonds, as in a carbon double bond. Take 2.7 eV per pair, a rough value for an isolated carbon double bond, ignore strain and any extra gain from π electrons shared among more than two atoms, and suppose that the surface can rearrange so that all these orbitals pair. If n′ is the number of unpaired orbitals per area before π pairing, the energy left is

γ = (n′/2)(3.7 eV − 2.7 eV)

For (111) and (110), n′ = n. For dimerized (001), two of the four dangling bonds per a² have been used, so n′ = 2/a². The energies left are

(111): 9.1 eV/nm²
(110): 11.1 eV/nm²
(001): 7.8 eV/nm²

These are not predictions of real surface energies. They show what remains if every new bond gains the full energy assumed here and no strain is paid. They are also small differences between two rough energies, so a modest change in either input moves them strongly. In this limit (001) is lowest because it has the smallest n′, and it has the smallest n′ because it is the only surface that was allowed new full bonds before the π pairing.

The input values are typical of diamond, but two assumptions fail for the real material: broken bonds do not all cost the same, and surface atoms do not stay in place. Clean (001) surfaces of both silicon and diamond form dimers, and their clean (111) surfaces also reconstruct. The estimates above ignore strain and are therefore optimistic. In that limit the lowering reaches half the ideal energy or more, while the actual lowering can be much smaller and differs from surface to surface. Such differences are large enough that the order of the three surfaces could change. Hydrogen or oxygen on the surface would change the energies again, by saturating dangling bonds.

Temperature matters far less for the count. With a rough mean linear expansion of 3 × 10⁻⁶ per kelvin, warming by 700 K lengthens a by 0.21%. Since n varies as 1/a², it falls by 0.42%.

The counts in (a) are thus firm statements about the ideal geometry. They give the number of dangling bonds before any surface atoms move or bond to other species. They do not settle which surface has the lowest energy once its atoms have moved.

Numerical values quoted here were computed with a short program.
